# Moment growth of the stochastic heat equation from the delta Bose gas: a program that tests the result

```python
# RESULT UNDER TEST
# For dZ/dt = (1/2) Z_xx + Z*xi (Ito, unit white noise, Z=1 at t=0),
#   E[Z^n] = A_n(t) exp(L_n t),  L_n = n(n^2-1)/24,  A_n -> 2^(n-1).
# -L_n is the ground energy of n bosons with hbar = m = 1 and pair
# attraction -delta(x_i-x_j).  Lattice: spacing a, ring of N sites,
# relative coordinates r_k = x_k - x_(k+1), total momentum zero.
# Growth front: h_t = nu h_xx + (lam/2) h_x^2 + eta, noise strength D,
# Z = exp(lam h/(2 nu)); lengths in nm, times in s, energies in eV.
import itertools
import math
import numpy as np
import scipy.sparse as sp
import sympy as sy
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, eigh_tridiagonal
from scipy.sparse.linalg import eigsh, expm_multiply
from scipy.stats import norm


def rate(n):
    return n * (n * n - 1) / 24


def bose_matrix(n, a, N, coupling=1.0):
    """Lattice Hamiltonian of n particles in relative coordinates."""
    shape = (N,) * (n - 1)
    size = N ** (n - 1)
    index = np.arange(size).reshape(shape)
    rows = np.arange(size)
    H = sp.identity(size, format="csr") * (n / a**2)
    for particle in range(n):
        for step in (1, -1):
            target = index
            if particle < n - 1:
                target = np.roll(target, -step, axis=particle)
            if particle > 0:
                target = np.roll(target, step, axis=particle - 1)
            hop = sp.csr_matrix((np.ones(size), (rows, target.ravel())),
                                shape=(size, size))
            H = H - hop / (2 * a**2)
    coords = np.indices(shape)
    contacts = np.zeros(shape)
    for i in range(n - 1):
        for j in range(i + 1, n):
            contacts += (coords[i:j].sum(axis=0) % N == 0)
    return (H - sp.diags(coupling * contacts.ravel() / a)).tocsr()


def ground(H):
    value, vector = eigsh(H, k=1, which="SA", v0=np.ones(H.shape[0]),
                          tol=1e-9)
    return value[0], vector[:, 0]


# --- noise average produces a pairwise attraction (exhaustive average)
sites, steps, strength = 4, 3, 0.6
ring = np.roll(np.eye(sites), 1, axis=0)
spread = 0.5 * np.eye(sites) + 0.25 * (ring + ring.T)
start = np.array([1.0, 0.7, 1.6, 0.4])
signs = np.array(list(itertools.product((-1, 1), repeat=sites * steps)))
signs = signs.reshape(-1, steps, sites)
fields = np.tile(start, (len(signs), 1))
for k in range(steps):
    fields = (fields * (1 + strength * signs[:, k])) @ spread
averaged = np.einsum("si,sj,sk->ijk", fields, fields, fields) / len(signs)
i, j, k = np.indices((sites,) * 3)
pair_count = (i == j).astype(int) + (j == k) + (i == k)
tensor = np.einsum("i,j,k->ijk", start, start, start)
for _ in range(steps):
    tensor = tensor * (1 + strength**2 * pair_count)
    tensor = np.einsum("ijk,ia,jb,kc->abc", tensor, spread, spread, spread)
assert np.allclose(averaged, tensor, rtol=1e-10)

# --- slopes of the ground state give the rate for every n
ns, js = sy.symbols("n j", positive=True, integer=True)
slope_sum = sy.summation(((ns + 1 - 2 * js) / 2) ** 2 / 2, (js, 1, ns))
assert sy.simplify(slope_sum - ns * (ns**2 - 1) / 24) == 0

# --- rates from diagonalization, extrapolated in a^2
print("Growth rates (dimensionless): lattice limit, formula")
for n, length in ((2, 40.0), (3, 16.0), (4, 8.0)):
    energies = []
    for a in (0.4, 0.2):
        energy, vector = ground(bose_matrix(n, a, round(length / a)))
        energies.append(energy)
    limit = -(4 * energies[1] - energies[0]) / 3
    print(f"  n={n}: {limit:.4f}, {rate(n):.4f}")
    assert abs(limit - rate(n)) < 0.01 * rate(n)
    if n == 3:
        N = round(length / 0.2)
        r = np.indices((N, N))
        dist = [np.minimum(q % N, -q % N) * 0.2
                for q in (r[0], r[1], r[0] + r[1])]
        trial = np.exp(-0.5 * sum(dist)).ravel()
        overlap = abs(vector @ trial) / np.linalg.norm(trial)
        print(f"  n=3 overlap with exponential ground state: {overlap:.5f}")
        assert overlap > 0.999


# --- two particles: finite-time moment and bridge contact-time law
def second_moment(t):
    return 2 * math.exp(t / 4) * norm.cdf(math.sqrt(t / 2))


a2, N2 = 0.1, 400
H2 = bose_matrix(2, a2, N2).toarray()
free2 = bose_matrix(2, a2, N2, 0.0).toarray()
lattice_second = (expm(-4 * H2) @ np.ones(N2))[0]
print(f"E[Z^2] at t=4: lattice {lattice_second:.4f}, "
      f"formula {second_moment(4):.4f}")
assert abs(lattice_second / second_moment(4) - 1) < 0.005
ratio = expm(-H2)[0] / expm(-free2)[0]
for r in (0.0, 1.0, 2.0):
    law = 1 + quad(lambda u: math.exp(u - u * u - r * u), 0, 12)[0]
    assert abs(ratio[round(r / a2)] / law - 1) < 0.01
assert np.all(np.diff(ratio[:40]) < 0)

# --- three particles: lower bound, prefactors and growth in time
a3, N3 = 0.25, 128
H3 = bose_matrix(3, a3, N3)
E3, _ = ground(H3)
state, third = np.ones(N3**2), {}
print("E[Z^3] from lattice evolution, and prefactor A_3 (limit 4)")
for t in (4, 8, 12):
    state = expm_multiply(-4 * H3, state)
    third[t] = state[0]
    prefactor = third[t] * math.exp(E3 * t)
    print(f"  t={t}: {third[t]:.4g}, A_3={prefactor:.3f}")
    assert prefactor >= 1
assert abs(prefactor / 4 - 1) < 0.03
late_slope = math.log(third[12] / third[8]) / 4
print(f"  late growth rate of E[Z^3]: {late_slope:.4f}")
assert abs(late_slope - rate(3)) < 0.02
point = np.zeros(N3**2)
point[0] = 1 / a3**2
returned = expm_multiply(-8 * H3, point)[0] * math.exp(8 * E3)
print(f"Point start n=3, relative return factor: {returned:.4f}, "
      f"formula {math.factorial(2)**2 / math.factorial(3):.4f}")
assert abs(returned / (2 / 3) - 1) < 0.03

# --- best integer-moment bound on the events that carry moment n
for n in range(2, 9):
    low = rate(n) - rate(n - 1)
    high = rate(n + 1) - rate(n)
    assert abs(low - n * (n - 1) / 8) < 1e-12
    assert abs(high - n * (n + 1) / 8) < 1e-12
    best = max(m * low - rate(m) for m in range(1, 20))
    assert abs(best - n * (n - 1) * (2 * n - 1) / 24) < 1e-12

# --- direct sampling of the noisy equation
rng = np.random.default_rng(7)
samples, Ns, a_s, dt = 2000, 64, 0.5, 0.05
shift = np.roll(np.eye(Ns), 1, axis=0)
half_heat = expm(dt / 4 * (shift + shift.T - 2 * np.eye(Ns)) / a_s**2)
kick = math.sqrt(dt / a_s)
Z = np.ones((samples, Ns))
for step in range(1, 241):
    Z = Z @ half_heat
    Z *= np.exp(kick * rng.standard_normal(Z.shape) - kick**2 / 2)
    Z = Z @ half_heat
    if step == 20:
        sampled_second = np.mean(Z**2)
print(f"Sampled E[Z^2] at t=1: {sampled_second:.3f}, "
      f"formula {second_moment(1):.3f}")
assert abs(sampled_second / second_moment(1) - 1) < 0.08

# third moment of this same scheme, without random numbers
free3 = bose_matrix(3, a_s, Ns, 0.0)
contacts3 = (free3 - bose_matrix(3, a_s, Ns)).diagonal() * a_s
contacts3 = contacts3.reshape(Ns, Ns)
symbol = np.fft.fft2(free3[0].toarray().reshape(Ns, Ns)).real
half_step = np.exp(-dt / 2 * symbol)


def half_spread(field):
    return np.fft.ifft2(half_step * np.fft.fft2(field)).real


moment = np.ones((Ns, Ns))
for step in range(240):
    moment = half_spread(moment)
    moment = half_spread(moment * np.exp(kick**2 * contacts3))
scheme_third = moment[0, 0]
print(f"E[Z^3] at t=12: sampling scheme {scheme_third:.3e}, "
      f"finer lattice {third[12]:.3e}")
# coarse spacing and time step shift the growth rate by a few percent
assert abs(math.log(scheme_third / third[12])) / 12 < 0.08

# a rare peak can lift one batch, so the claim concerns most batches
cubes = Z[:, 0] ** 3
batches = cubes.reshape(20, 100).mean(axis=1) / scheme_third
low_batches = int(np.sum(batches < 0.5))
median_Z = np.median(Z[:, 0])
print(f"Samples at t=12: {samples}; median Z {median_Z:.3f}, "
      f"largest Z {Z[:, 0].max():.4g}")
print(f"All samples: sampled / true E[Z^3] = "
      f"{cubes.mean() / scheme_third:.3g}")
print(f"  share of the sum from the largest sample: "
      f"{cubes.max() / cubes.sum():.4f}")
print(f"Batches of 100: median sampled / true = {np.median(batches):.2e}")
print(f"  batches below half the true value: {low_batches} of 20")
assert np.median(batches) < 0.5 and low_batches >= 15
assert median_Z < 1

# --- exponential transform of the growth equation
x, tt, nu_s, lam_s = sy.symbols("x t nu lam", positive=True)
h, force = sy.Function("h")(x, tt), sy.Function("F")(x, tt)
W = sy.exp(lam_s * h / (2 * nu_s))
linear = W.diff(tt) - nu_s * W.diff(x, 2) - lam_s / (2 * nu_s) * W * force
growth = (h.diff(tt) - nu_s * h.diff(x, 2)
          - lam_s / 2 * h.diff(x) ** 2 - force)
assert sy.simplify(linear / W - lam_s / (2 * nu_s) * growth) == 0

# --- worked example: rough graphene edge on hot copper
temperature, stiffness, drive = 1300.0, 1.0, 0.02
speed, advance, lattice_constant = 10.0, 5000.0, 0.246
kT = const.k * temperature / const.e
area = math.sqrt(3) / 4 * lattice_constant**2
attach = speed / area / (1 - math.exp(-drive / kT))
detach = attach * math.exp(-drive / kT)


def edge_speed(curvature):
    cost = area * stiffness * curvature / kT
    return area * (attach - detach * math.exp(cost))


nu = -(edge_speed(1e-4) - edge_speed(-1e-4)) / 2e-4
D = area**2 * (attach + detach)
excess = math.expm1(drive / kT)
assert abs(nu / (speed * area * stiffness / (kT * excess)) - 1) < 1e-6
assert abs(D * math.tanh(drive / (2 * kT)) / (area * speed) - 1) < 1e-9
X = 8 * nu**3 / (speed**2 * D)
T = X**2 / (2 * nu)
# pair growth rate found directly in nm and s
cell, half = X / 10, 200
diagonal = np.full(2 * half + 1, 4 * nu / cell**2)
diagonal[half] -= speed**2 * D / (4 * nu**2) / cell
pair_rate = -eigh_tridiagonal(diagonal, np.full(2 * half, -2 * nu / cell**2),
                              select="i", select_range=(0, 0))[0][0]
assert abs(pair_rate * T / rate(2) - 1) < 0.01
t_run = advance / speed / T
third_run = expm_multiply(-t_run * H3, np.ones(N3**2))[0]
third_run *= math.exp((E3 + rate(3)) * t_run)
height_unit = 2 * nu / speed
print(f"Edge inputs: temperature {temperature:.0f} K, kT {kT:.4f} eV")
print(f"  stiffness {stiffness:.2f} eV/nm, driving force {drive:.3f} eV")
print(f"  speed {speed:.1f} nm/s, advance {advance:.0f} nm")
print(f"  lattice constant {lattice_constant:.3f} nm, "
      f"area per atom {area:.4f} nm^2")
print(f"nu: {nu:.3f} nm^2/s; D: {D:.3f} nm^3/s")
print(f"Length unit X: {X:.2f} nm; time unit: {T:.2f} s")
print(f"Advance during one time unit: {speed * T:.0f} nm")
print(f"Height unit 2 nu/lambda: {height_unit:.3f} nm")
for n in (2, 3, 4):
    print(f"Moment growth rate n={n}: {rate(n) / T:.3e} 1/s")
print(f"Pair rate by diagonalization in nm, s: {pair_rate:.3e} 1/s")
print(f"Run time: {advance / speed:.0f} s = {t_run:.3f} time units")
print(f"Normalised moments after run: n=2 {second_moment(t_run):.2f}, "
      f"n=3 {third_run:.3g}")
print(f"Height window for n=2: {rate(2) * t_run * height_unit:.2f} to "
      f"{(rate(3) - rate(2)) * t_run * height_unit:.2f} nm")

# --- size of the neglected effects
print("Neglected effects:")
for eps in (0.01, -0.01):
    def vertical(s):
        angle = math.atan(s)
        return (1 + eps * math.cos(6 * angle)) * math.sqrt(1 + s * s)
    d = 1e-3
    lam_ratio = (vertical(d) - 2 * vertical(0) + vertical(-d)) / d**2
    assert abs(lam_ratio - (1 - 35 * eps)) < 1e-3
    print(f"  sixfold speed variation {100 * eps:+.0f} %: lambda/v "
          f"{lam_ratio:.3f}, time unit x {lam_ratio**-4:.2f}")


def time_unit(nu_value):
    length = 8 * nu_value**3 / (speed**2 * D)
    return length**2 / (2 * nu_value)


print(f"  stiffness halved / doubled: time unit x "
      f"{time_unit(nu / 2) / T:.4f} / {time_unit(2 * nu) / T:.1f}")
slope_atomic = D / (2 * nu * lattice_constant)
slope_X = D / (2 * nu * X)
print(f"  mean square slope at atomic cutoff: {slope_atomic:.3f}")
print(f"  mean square slope at length X: {slope_X:.5f}")
print(f"  quartic/quadratic slope term at cutoff: {0.75 * slope_atomic:.3f}")
flux = speed / area
supply = flux * advance * kT / (0.1 * drive)
stability = 10 * flux * speed * T / excess
print(f"  adatom diffusivity x density for 10 % depletion: {supply:.2e} 1/s")
print(f"  same, for weak diffusive instability: {stability:.2e} 1/s")
print("every check passed")
```

Output:

```
Growth rates (dimensionless): lattice limit, formula
  n=2: 0.2500, 0.2500
  n=3: 1.0004, 1.0000
  n=3 overlap with exponential ground state: 0.99999
  n=4: 2.4991, 2.5000
E[Z^2] at t=4: lattice 5.0022, formula 5.0090
E[Z^3] from lattice evolution, and prefactor A_3 (limit 4)
  t=4: 216.3, A_3=3.883
  t=8: 1.235e+04, A_3=3.977
  t=12: 6.887e+05, A_3=3.982
  late growth rate of E[Z^3]: 1.0054
Point start n=3, relative return factor: 0.6747, formula 0.6667
Sampled E[Z^2] at t=1: 1.925, formula 1.952
E[Z^3] at t=12: sampling scheme 8.182e+05, finer lattice 6.887e+05
Samples at t=12: 2000; median Z 0.236, largest Z 3962
All samples: sampled / true E[Z^3] = 38
  share of the sum from the largest sample: 1.0000
Batches of 100: median sampled / true = 5.24e-05
  batches below half the true value: 19 of 20
Edge inputs: temperature 1300 K, kT 0.1120 eV
  stiffness 1.00 eV/nm, driving force 0.020 eV
  speed 10.0 nm/s, advance 5000 nm
  lattice constant 0.246 nm, area per atom 0.0262 nm^2
nu: 11.967 nm^2/s; D: 2.943 nm^3/s
Length unit X: 46.58 nm; time unit: 90.67 s
Advance during one time unit: 907 nm
Height unit 2 nu/lambda: 2.393 nm
Moment growth rate n=2: 2.757e-03 1/s
Moment growth rate n=3: 1.103e-02 1/s
Moment growth rate n=4: 2.757e-02 1/s
Pair rate by diagonalization in nm, s: 2.756e-03 1/s
Run time: 500 s = 5.515 time units
Normalised moments after run: n=2 7.55, n=3 981
Height window for n=2: 3.30 to 9.90 nm
Neglected effects:
  sixfold speed variation +1 %: lambda/v 0.650, time unit x 5.60
  sixfold speed variation -1 %: lambda/v 1.350, time unit x 0.30
  stiffness halved / doubled: time unit x 0.0312 / 32.0
  mean square slope at atomic cutoff: 0.500
  mean square slope at length X: 0.00264
  quartic/quadratic slope term at cutoff: 0.375
  adatom diffusivity x density for 10 % depletion: 1.07e+08 1/s
  same, for weak diffusive instability: 1.77e+07 1/s
every check passed
```
